Phase separation of attracting vacancies: mean-field, Bethe and exact Ising theory

**The system.** Oxygen vacancies occupy the sites of one square-lattice plane. Site i has nᵢ = 1 if the oxygen atom is missing and nᵢ = 0 otherwise. Each nearest-neighbour pair of vacancies lowers the energy by J > 0:

H = −J Σ nᵢnⱼ, summed once over each nearest-neighbour pair.

The plane has N sites and periodic edges, and exchanges vacancies with a reservoir at chemical potential μ, which includes the formation energy. Equilibrium at temperature T is assumed. Two phases coexist when a boundary between them costs free energy per unit length. The critical temperature Tc is the upper limit of the temperatures at which this happens.

**Part (a). Map the model to an Ising magnet, and find the value of μ at which coexistence is possible.**

Put n = (1+s)/2 with s = ±1. For one pair,

nn′ = (1 + s + s′ + ss′)/4.

There are 2N bonds, and each site belongs to four of them. Hence

Σ nn′ = N/2 + Σ s + ¼ Σ ss′

H − μ Σ n = −(J/4) Σ ss′ − (J + μ/2) Σ s − N(J+μ)/2.

The Ising coupling is therefore J/4, not J. Define

K = J/(4kT), t = exp[(μ+2J)/kT].

The field J + μ/2 vanishes at μ = −2J, where t = 1 and vacancies and filled sites are equivalent.

To exclude coexistence at other μ, follow the zeros of the grand partition function Ξ in complex t. Up to a constant, one bond has the polynomial

1 + a(x+y) + xy, a = e^(−2K) < 1,

where x and y mark occupied ends. A zero requires y = −(1+ax)/(a+x). For |x| < 1,

|1+ax|² − |a+x|² = (1−a²)(1−|x|²) > 0,

so |y| > 1. If x = −a, the polynomial equals 1−a² and has no zero. Thus it never vanishes with both variables inside the unit circle.

Now join two bond ends, x and x′, into one site. With the other variables fixed inside the circle, the product of polynomials has the form A + Bx + Cx′ + Dxx′. Joining keeps the terms in which both ends are empty or both occupied, leaving A + Dx. Setting x = x′ in the original form gives A + (B+C)x + Dx², with no root inside the circle. If D ≠ 0, the product of its roots is A/D, so |A/D| ≥ 1, and A + Dx has no root inside either. If D = 0, it is the nonzero constant A.

Repeating this builds the lattice. Setting every variable to t shows that Ξ has no zero for |t| < 1. Exchange of vacancies and filled sites sends t to 1/t, so there is none for |t| > 1. All N zeros tₖ lie on |t| = 1.

Normalize the empty lattice to weight 1. Then Ξ = Π(1−t/tₖ), and for 0 < t < 1 the density is

ρ = (t/N) d ln Ξ/dt = −Σₘ tᵐ [(1/N) Σₖ tₖ^(−m)], m = 1, 2, …

Each bracket has modulus at most 1, so |dρ/d ln t| ≤ Σ m tᵐ = t/(1−t)². This bound does not depend on N, and the density cannot jump. The same holds for t > 1 by symmetry. Coexistence is possible only at μ = −2J.

**Part (b). Find Tc in mean-field theory.**

Mean-field theory takes each site to be vacant with probability n, independently of the others. A pair is then occupied with probability n². With two bonds per site, the free energy per site is

f(n) = −2Jn² + kT[n ln n + (1−n) ln(1−n)].

Two derivatives give

f″(n) = −4J + kT/[n(1−n)].

The curvature vanishes at kT = 4Jn(1−n), whose greatest value is J, at n = ½. For kT ≥ J the free energy is convex, and one phase is stable at every density. For kT < J it is concave around n = ½, and a common tangent joins two phases. Hence

kTc/J = 1.00 (mean field).

With z neighbours the bond energy is −zJn²/2, and the same steps give kTc = zJ/4. For a chain, z = 2, this predicts separation below kT = J/2. Part (c) tests that prediction.

**Part (c). Find Tc in the Bethe approximation, and examine its limits.**

The Bethe approximation treats the neighbourhood of a site as a tree: two neighbours of a site are connected only through that site. Cut one bond and let x be the weight of the remaining branch with its root occupied, divided by its weight with the root empty. The root has three further branches. If it is occupied, each contributes 1+xw, where w = e^(J/kT) = e^(4K); if it is empty, each contributes 1+x. In a uniform phase,

x = e^(μ/kT) [(1+xw)/(1+x)]³.

At μ = −2J the prefactor is e^(−8K). Write x = e^(y−2K), so that y measures the bias towards occupation. Then

1 + xw = 1 + e^(y+2K) = 2e^(y/2+K) cosh(y/2+K)

1 + x = 1 + e^(y−2K) = 2e^(y/2−K) cosh(y/2−K).

Their ratio is e^(2K) cosh(y/2+K)/cosh(y/2−K). Taking the logarithm of the branch equation gives

y − 2K = −8K + 6K + 3 ln[cosh(y/2+K)/cosh(y/2−K)].

The terms in K outside the logarithm cancel. With u = tanh(y/2) and v = tanh K, the ratio of hyperbolic cosines is (1+uv)/(1−uv), whose logarithm is 2 artanh(uv). Thus

y = R(y), R(y) = 6 artanh(uv).

Since du/dy = (1−u²)/2,

R′(y) = 3v(1−u²)/(1−v²u²).

This slope is greatest at y = 0, where it equals 3v, and falls as |y| grows. Solutions ±y ≠ 0, one rich and one poor in vacancies, therefore exist exactly when 3v > 1. At another μ the equation becomes y = constant + R(y); for 3v ≤ 1 it has one solution, because y − R(y) then increases steadily. At the critical point

tanh K = 1/3, K = ½ ln[(1+1/3)/(1−1/3)] = ½ ln 2

kTc/J = 1/(4K) = 1/(2 ln 2) = 0.72 (Bethe).

For z neighbours, three branches become z−1, and

kTc/J = 1/{2 ln[z/(z−2)]}.

For large z the logarithm tends to 2/z, which restores the mean-field zJ/4. As z → 2 the result tends to zero. A chain is itself a tree, so the Bethe treatment is exact there and the mean-field transition is false.

**Part (d). Find Tc exactly for the square lattice.**

Work at μ = −2J, where the Ising field is zero. Build the lattice row by row, each row having M spins with M even. A bond between rows has the 2×2 weight matrix

e^K + e^(−K)σˣ = A exp(K*σˣ).

Matching terms gives A cosh K* = e^K and A sinh K* = e^(−K), hence

tanh K* = e^(−2K), A² = 2 sinh 2K, sinh 2K sinh 2K* = 1.

The row-to-row matrix is

V = A^M exp(½K Σσᶻσᶻ) exp(K* Σσˣ) exp(½K Σσᶻσᶻ).

It commutes with P = Πσˣ, which reverses every spin. Define fermionic operators

aⱼ = (σˣ₁…σˣⱼ₋₁)σᶻⱼ, bⱼ = (σˣ₁…σˣⱼ₋₁)σʸⱼ.

Different ones anticommute, and each squares to 1. From σᶻσʸ = −iσˣ and σʸσˣ = −iσᶻ,

σˣⱼ = i aⱼbⱼ, σᶻⱼσᶻⱼ₊₁ = i bⱼaⱼ₊₁.

The bond closing the row is σᶻ_Mσᶻ₁ = −iP b_M a₁. For P = +1 the fermions are thus antiperiodic, with q an odd multiple of π/M; for P = −1 they are periodic, with q an even multiple.

Set aⱼ = √(2/M) Σ e^(iqj)a_q, and likewise for b. Then a₋q = a_q†. Combining q with −q and writing Ψ = (a_q, b_q),

Σσˣ = 2Σ Ψ†XΨ, Σσᶻσᶻ = 2Σ Ψ†ZΨ, over 0 < q < π,

X₁₂ = i, X₂₁ = −i, Z₁₂ = −ie^(−iq), Z₂₁ = ie^(iq),

with zero diagonals; q = 0 and π are treated below. Exponentials of such forms multiply as their 2×2 matrices do, because exp(Ψ†BΨ) transforms Ψ† linearly by e^B and leaves the state without Ψ particles unchanged. For each pair the matrix is e^(KZ)e^(2K*X)e^(KZ). It is positive with determinant 1, so its eigenvalues are e^(±ε). Since X² = Z² = 1 and Tr ZX = −2 cos q, half its trace is

cosh ε_q = cosh 2K cosh 2K* − sinh 2K sinh 2K* cos q = cosh 2K coth 2K − cos q.

A pair with zero, one or two particles contributes 1, e^(±ε) or 1. Its largest factor is e^ε, and changing the particle number by one reverses P.

In the antiperiodic case every ε_q is positive, so the top state never meets another as K varies. At K → 0 it is the state with all σˣ = +1, which has P = +1. It therefore belongs to the required sector:

ln Λ₊ = M ln A + ½ Σ_odd ε_q.

In the periodic case the unpaired momenta contribute exp[(K*−K)Q₀ + (K*+K)Q_π], where Q = 2i a_q b_q = ±1. By the same continuity, Q₀ = Q_π = +1 with every pair in its top state has P = +1. The sector P = −1 needs one change. Reversing Q₀ is cheapest, because ε_q > 2|K−K*| for q ≠ 0. As ε_π = 2(K+K*),

ln Λ₋ = M ln A + ½ Σ′_even ε_q + K − K*,

where the prime omits q = 0.

Finally, reverse the sign of one bond in each row. This forces a boundary between rich and poor phases along the strip, and it exchanges the two sets of momenta. The matrix has positive entries, so its top state is positive and has P = +1. It uses the periodic momenta with Q₀ = +1:

ln Λ_b = M ln A + ½ Σ′_even ε_q + K* − K.

For K ≠ K*, ε_q is a smooth, analytic periodic function. Its sums over the two evenly spaced sets then differ by an amount exponentially small in M, once q = 0 is included with ε₀ = 2|K−K*|. For wide rows,

ln(Λ₊/Λ₋) → |K−K*| − (K−K*)

ln(Λ₊/Λ_b) → |K−K*| + (K−K*).

The operator σᶻ reverses P, so the first quantity is the decay rate of correlations along a column: 1/ξ = 2(K*−K) per site when K < K*. The second is the boundary free energy τ per site, divided by kT: 2(K−K*) when K > K*, and zero otherwise. Coexistence thus requires K > K*. At the critical point K = K*, so sinh 2K = 1 and 2K = ln(1+√2):

kTc/J = 1/[2 ln(1+√2)] = 0.57 (exact for this model).

As T → 0, K* → 0 and τ → 2K kT = J/2. This is the energy of a straight boundary: cutting a region full of vacancies in two breaks one vacancy pair per site of the cut and makes two boundaries.

A numerical test uses strips of finite width without the fermion solution. It seeks the temperature at which M ln(Λ₊/Λ₋) agrees for adjacent widths. Widths 6 and 7 give kT/J = 0.5691, and widths 8 and 9 give 0.5680. Extrapolation with an error assumed to fall as the inverse cube of the width gives 0.5672, against 0.5673 from the formula.

**Part (e). Compare the three values, and relate their order to the pair occupancy ⟨nn′⟩ at each theory's own critical point.**

Relative to the exact value, mean field is 76 % too high and Bethe 27 % too high.

In mean field, ⟨nn′⟩ = (½)² = 0.25. In the Bethe approximation, a bond joins two branches with weights 1, x, x and x²w. At the critical point y = 0 and x = e^(−2K) = ½, so x²w = 1 and

⟨nn′⟩ = 1/(1+½+½+1) = 1/3.

For the exact value, the logarithm of the Ising partition function per site is

F = ½ ln(2 sinh 2K) + (1/4π)∫ε_q dq, −π < q < π.

With two bonds per site, dF/dK = 2⟨ss′⟩. The first term contributes coth 2K = √2 at sinh 2K = 1. The second depends on K through S + 1/S, where S = sinh 2K, and this is stationary at S = 1. Near q = 0 the integral leaves at most a term proportional to (K−Kc) ln|K−Kc|, which also vanishes. Thus ⟨ss′⟩ = 1/√2, and with ⟨s⟩ = 0

⟨nn′⟩ = (1+1/√2)/4 = 0.43.

Mean field leaves out the correlation between neighbours, so its single phase gains too little pair energy and separates too readily. Bethe includes correlation passed along a tree. The square lattice also has closed loops, through which neighbours influence each other by several routes. The single phase can then hold still more pairs before it separates.

**Part (f). Take J = 0.05 eV and a site spacing of 0.30 nm. Which phases does each theory predict at 85 °C? Find the exact correlation length there and the boundary tension at 300 K.**

Here J/k = 580 K. Multiplication by the three critical ratios gives

- mean field: Tc = 580 K
- Bethe: Tc = 419 K
- exact: Tc = 329 K

At 358 K, kT/J = 0.617. Both approximations predict two coexisting phases at μ = −2J, whereas the exact model has one phase.

In mean field, f′(n) = −2J gives 2n−1 = tanh[(2n−1)J/kT], with densities 0.05 and 0.95. In Bethe, a full site has four branches, each adding y/3 to the logarithm of its occupation ratio, so n/(1−n) = e^(4y/3). The densities are 0.12 and 0.88. In the exact model neither pair coexists at this temperature: at μ = −2J there is one phase, of density ½, and other densities require another μ.

The exact phase is far from random. With K = 0.4050 and K* = 0.4783,

ξ = 1/[2(0.4783−0.4050)] = 6.8 sites, or about 2.0 nm.

Density fluctuations are correlated over this distance, so vacancy-rich patches appear without phase separation. The length ξ is a decay length of correlations, not a patch size: at density ½ the connected clusters of vacant sites can extend over many times ξ.

At 300 K, K = 0.4835 and K* = 0.4003, so τ = 2(0.0832)kT = 0.166 kT per site. Since kT = J/(4K) = 0.0259 eV,

τ = 0.166 × 0.0259 eV / 0.30 nm = 0.014 eV/nm.

The rich and poor phases can now coexist at μ = −2J.

**Part (g). How far can these results be applied to a filamentary oxide resistive memory?**

The parameters are rough values for a vacancy-rich plane in such a device, not data for a particular oxide. Half the sites are vacant at the critical point, far above the density of a nearly stoichiometric oxide. The plane stands for a strongly reduced region. Its predicted phases are properties of the model, not observations.

The conclusion at 85 °C is delicate. Raising J from 0.0500 to 0.0544 eV moves the exact Tc to 358 K. With J held fixed, a diagonal attraction of about 0.063J does the same, and 0.1J raises Tc to about 375 K. Going from strip widths 6 and 7 to 8 and 9 changes these last two results by 0.001J and less than 1 K.

Charge is a larger concern. With a rough relative permittivity of 25, two singly charged vacancies one spacing apart repel by 0.19 eV, or 3.8J; for double charges the repulsion is 0.77 eV. A continuum permittivity is crude at this distance, but the estimate shows that the model needs neutral or strongly screened vacancies. Otherwise the net nearest-neighbour interaction may be repulsive. It then favours alternating vacant and filled sites, and the calculated Tc is not a temperature of phase separation.

Real filaments are also three-dimensional. For a simple cubic lattice with the same J, z = 6 and the Bethe estimate is 716 K, about twice the exact planar value. As in the plane, Bethe overestimates: simulation of the cubic lattice puts Tc near 650 K, about 10 % lower. That is still about twice the planar value, so the single-plane assumption matters greatly. A region 10 nm wide is 4.9 correlation lengths across at 85 °C, so its edges still matter, and no finite region has a sharp transition.

Equilibrium may not be reached either. For a rough hop barrier of 1.0 eV and a total attempt rate of 10¹³ s⁻¹ over the four hop directions, the mean time per hop of an isolated vacancy is 12 s at 85 °C and 6300 s at 300 K. Such a vacancy needs of order 6.8² hops, or 550 s, to diffuse over one correlation length at 85 °C. With half the sites vacant, many hops are blocked by other vacancies, and the attraction holds vacancies together, so the same distance takes longer. Blocking alone slows a given vacancy about threefold; with the attraction the factor is of order ten or more and depends on how J enters the hop barrier, which the equilibrium model does not fix. These times are for an idle device. During a switching pulse, heating by the current can shorten them by many orders of magnitude. If the vacancies are charged, the electric field also lowers the barrier for hops along the force and moves them away from the field-free equilibrium described here. Tc says which state is favoured at equilibrium, not whether a device reaches it. The numerical output lists the values used here.

Numbers as computed

```
CRITICAL kT/J (dimensionless)
mean field: formula 1.0000, state sum 1.0000
Bethe: formula 0.7213, five-site cluster 0.7213
exact: formula 0.5673, strips extrapolated 0.5672
strip crossings, widths 6/7: 0.56907, widths 8/9: 0.56803
excess over exact: mean field 76.3 %, Bethe 27.2 %
critical K: mean 0.2500, Bethe 0.3466, exact 0.4407
PAIR OCCUPANCY <n n'> at own critical point (dimensionless)
mean 0.2500, Bethe 0.3333, exact 0.4268
EXAMPLE INPUTS (rough)
pair attraction J: 0.050 eV; site spacing: 0.30 nm
use temperature: 358.15 K; cooler temperature: 300 K
region size: 10 nm; relative permittivity: 25
hop barrier: 1.0 eV; attempt rate: 1e+13 1/s
EXAMPLE RESULTS
J/k: 580.2 K; kT/J at use: 0.6173
critical temperature, mean field: 580 K
critical temperature, Bethe: 419 K
critical temperature, exact: 329 K
false densities at use, mean field: 0.052 and 0.948
false densities at use, Bethe: 0.122 and 0.878
K and K* at use: 0.4050 and 0.4783
exact correlation length at use: 6.83 sites = 2.05 nm
K and K* at cooler temperature: 0.4835 and 0.4003
boundary tension there: 0.1664 kT per site = 0.0143 eV/nm
NEGLECTED EFFECTS
J that puts exact critical point at use: 0.0544 eV
diagonal attraction 0.1 J: critical kT/J 0.6466 = 375 K
  shift of kT/J from widths 6/7 to 8/9: -0.00061
diagonal attraction for separation at use: 0.0628 J
  shift from widths 6/7 to 8/9: 0.00097 J
Coulomb repulsion at one spacing, charges +1: 0.192 eV = 3.8 J
Coulomb repulsion at one spacing, charges +2: 0.768 eV
simple cubic, Bethe estimate: kT/J 1.2332 = 716 K
region size / correlation length at use: 4.9
mean time per hop: 11.8 s at use, 6299 s at cooler temperature
hop time x (length in sites)^2 at use: 550 s
```
